# Why the PBE0 mixing fraction moves electron-gas levels but not its energy: a program that tests the result

```python
"""Result under test: for the unpolarized uniform electron gas and the hybrid
  E_xc = a*E_x(Fock) + (1-a)*E_x(PBE) + E_c(PBE),
the filled Fermi sphere has a total energy independent of a, while its levels
  eps(k) = k^2/2 + a*Sigma(k) + (1-a)*v_x + v_c
depend on a at every k except the Fermi wavenumber kF.
Symbols: n density, k wavenumber, x = k/kF, Sigma Fock exchange potential,
v_x and v_c PBE exchange and correlation potentials of the uniform gas.
Internal units are hartree and bohr; printed energies are in eV.
An occupation is a function of k together with the edges of its smooth pieces.
"""
import numpy as np
from scipy import constants as const
from scipy.optimize import brentq
from scipy.special import erfc, expit
from pyscf.dft import libxc

HARTREE_EV = const.physical_constants["Hartree energy in eV"][0]
BOHR_NM = const.physical_constants["Bohr radius"][0] * 1e9
KB_EV = const.k / const.e

density_nm3 = 100.0
n0 = density_nm3 * BOHR_NM**3
kF = (3 * np.pi**2 * n0) ** (1 / 3)
fractions = [0.0, 0.25, 0.5]

# Gauss-Legendre rule with nodes crowded at both ends, for log singularities
nodes, gauss_weights = np.polynomial.legendre.leggauss(60)
s = (nodes + 1) / 2
MAP = s**3 * (10 - 15 * s + 6 * s**2)
MAP_WEIGHT = 30 * s**2 * (1 - s) ** 2 * gauss_weights / 2


def panels(cuts):
    q = [lo + (hi - lo) * MAP for lo, hi in zip(cuts[:-1], cuts[1:])]
    w = [(hi - lo) * MAP_WEIGHT for lo, hi in zip(cuts[:-1], cuts[1:])]
    return np.concatenate(q), np.concatenate(w)


def fock_potential(k, occ, edges, kappa=0.0):
    """Angular part of the Coulomb integral done exactly, radial part here."""
    cuts = sorted(set(edges) | {k}) if edges[0] < k < edges[-1] else edges
    q, w = panels(cuts)
    far = (k + q) ** 2 + kappa**2
    near = np.maximum((k - q) ** 2 + kappa**2, 1e-60)
    return -np.sum(w * occ(q) * q * 0.5 * np.log(far / near)) / (np.pi * k)


def gas_parts(occ, edges):
    """Density, kinetic and Fock exchange energy per volume."""
    k, w = panels(edges)
    f = occ(k)
    sigma = np.array([fock_potential(p, occ, edges) for p in k])
    return (np.sum(w * f * k**2) / np.pi**2,
            np.sum(w * f * k**4) / (2 * np.pi**2),
            np.sum(w * f * k**2 * sigma) / (2 * np.pi**2))


def semilocal(code, n, gradient=0.0):
    """Energy per electron and density derivative from libxc."""
    rho = np.array([[n], [gradient], [0.0], [0.0]])
    exc, vxc = libxc.eval_xc(code, rho, spin=0, deriv=1)[:2]
    return float(np.ravel(exc)[0]), float(np.ravel(vxc[0])[0])


def hybrid_code(a):
    return f"{a:.2f}*HF + {1 - a:.2f}*PBE, PBE"


def energy_density(a, parts):
    n, kinetic, fock = parts
    return kinetic + a * fock + n * semilocal(hybrid_code(a), n)[0]


def shape(x):
    x = np.maximum(np.asarray(x, float), 1e-5)
    gap = np.maximum(np.abs(1 - x), 1e-300)
    return 0.5 + (1 - x**2) / (4 * x) * np.log((1 + x) / gap)


def level(k, a):
    sigma = -2 * kF / np.pi * shape(np.asarray(k) / kF)
    return np.asarray(k)**2 / 2 + a * sigma + semilocal(hybrid_code(a), n0)[1]


def sphere(q):
    return (q < kF) * 1.0


sphere_edges = [0.0, kF]
ground = gas_parts(sphere, sphere_edges)
ex_fock = ground[2] / ground[0]
ex_pbe, vx_pbe = semilocal("PBE,", n0)
ec_pbe, vc_pbe = semilocal(",PBE", n0)

# Fock and PBE exchange agree for the Fermi sphere
assert abs(ground[0] / n0 - 1) < 1e-9
assert abs(ex_fock - ex_pbe) < 1e-6
assert abs(ex_fock + 3 * kF / (4 * np.pi)) < 1e-6
assert abs(vx_pbe + kF / np.pi) < 1e-6
assert abs(libxc.hybrid_coeff("PBE0") - 0.25) < 1e-12
assert abs(semilocal("PBE0", n0)[0] - semilocal(hybrid_code(0.25), n0)[0]) < 1e-9
totals = [energy_density(a, ground) / n0 for a in fractions]
assert np.ptp(totals) < 1e-6

# Closed form and series of the Fock potential against quadrature
m = np.arange(1, 200)
for x in (0.2, 0.5, 0.9, 1.5, 2.0):
    direct = fock_potential(x * kF, sphere, sphere_edges)
    tail = np.sum(min(x, 1 / x) ** (2.0 * m) / (4 * m**2 - 1))
    series = 1 - tail if x < 1 else tail
    assert abs(direct + 2 * kF / np.pi * shape(x)) < 1e-6
    assert abs(direct + 2 * kF / np.pi * series) < 1e-6
fock_at_fermi = fock_potential(kF, sphere, sphere_edges)
assert abs(fock_at_fermi - vx_pbe) < 1e-6

# Levels are derivatives of the total energy with respect to occupations.
# The step is small because local exchange is not quadratic in the density.
step = 0.01
for lo, hi in ((0.3 * kF, 0.6 * kF), (1.3 * kF, 1.5 * kF)):
    edges = sorted({0.0, lo, hi, kF})
    varied = []
    for d in (step, -step):
        varied.append(gas_parts(
            lambda q, d=d: sphere(q) + d * ((q > lo) & (q < hi)), edges))
    k, w = panels([lo, hi])
    for a in fractions:
        slope = ((energy_density(a, varied[0]) - energy_density(a, varied[1]))
                 / (varied[0][0] - varied[1][0]))
        mean = np.sum(w * k**2 * level(k, a)) / np.sum(w * k**2)
        assert abs(slope - mean) < 2e-5

# Levels rise with k, so the Fermi sphere is the lowest filling for each a
grid = np.linspace(0, 3 * kF, 601)
for a in (0.0, 0.25, 0.5, 1.0):
    assert np.all(np.diff(level(grid, a)) > 0)
shift = level(grid, 0.5) - level(grid, 0.0)
assert np.all(shift[grid < 0.999 * kF] < 0)
assert np.all(shift[grid > 1.001 * kF] > 0)
assert np.all(np.diff(shift) > 0)

# Occupied width, mean level and double counting
k_occ, w_occ = panels(sphere_edges)
widths, means, doubles = [], [], []
for a, total in zip(fractions, totals):
    e_sl, v_sl = semilocal(hybrid_code(a), n0)
    widths.append(float(level(kF, a) - level(0.0, a)))
    means.append(np.sum(w_occ * k_occ**2 * level(k_occ, a)) / (kF**3 / 3))
    doubles.append(a * ex_fock + v_sl - e_sl)
    assert abs(means[-1] - doubles[-1] - total) < 1e-6
    assert abs(means[-1] - means[0] - 2 / 3 * a * ex_pbe) < 1e-6
bottom = fock_potential(0.01 * kF, sphere, sphere_edges)
bare_gain = 0.25 * (fock_at_fermi - bottom)
assert abs(bare_gain - 0.25 * kF / np.pi) < 1e-4
assert abs(widths[1] - widths[0] - bare_gain) < 1e-4

# Logarithmic growth of the slope near the Fermi wavenumber
velocity_ratio = {}
for x in (0.9, 0.99, 0.999):
    h = 0.1 * (1 - x)
    up = fock_potential((x + h) * kF, sphere, sphere_edges)
    down = fock_potential((x - h) * kF, sphere, sphere_edges)
    fock_slope = (up - down) / (2 * h * kF)
    velocity_ratio[x] = 1 + 0.25 * fock_slope / (x * kF)
assert abs(fock_slope - (np.log(2 / (1 - x)) - 1) / np.pi) < 0.02

# Another plane-wave determinant of the same density: a hollow sphere
k_in, k_out = 0.5 * kF, (1 + 0.5**3) ** (1 / 3) * kF
hollow = gas_parts(lambda q: ((q > k_in) & (q < k_out)) * 1.0, [k_in, k_out])
assert abs(hollow[0] / n0 - 1) < 1e-9
ex_hollow = hollow[2] / hollow[0]
hollow_cost = [energy_density(a, hollow) / n0 - t for a, t in zip(fractions, totals)]
assert ex_hollow - ex_pbe > 1e-3
assert hollow_cost[2] > hollow_cost[1] > hollow_cost[0] > 0

# Explicit plane-wave sums in cubic periodic cells; Ewald sum for the q=0 term
r = np.arange(-4, 5)
cell = np.array(np.meshgrid(r, r, r)).reshape(3, -1).T
dist = np.sqrt(np.sum(cell**2, axis=1))
dist = dist[dist > 0]
alpha = 2.0
G2 = (2 * np.pi * dist) ** 2
madelung = -(np.sum(erfc(alpha * dist) / dist)
             + np.sum(4 * np.pi / G2 * np.exp(-G2 / (4 * alpha**2)))
             - np.pi / alpha**2 - 2 * alpha / np.sqrt(np.pi))
r = np.arange(-8, 9)
lattice = np.array(np.meshgrid(r, r, r)).reshape(3, -1).T.astype(float)
cells = []
for radius2 in (12, 50):
    pts = lattice[np.sum(lattice**2, axis=1) <= radius2 + 0.1]
    electrons = 2 * len(pts)
    L = (electrons / n0) ** (1 / 3)
    norm = np.sum(pts**2, axis=1)
    q2 = norm[:, None] + norm[None, :] - 2 * pts @ pts.T
    pair_sum = np.sum(1 / q2[q2 > 0.5])
    ex_cell = -pair_sum / (np.pi * L * electrons) - madelung / (2 * L)
    cells.append((electrons, ex_cell - ex_pbe))
assert abs(cells[1][1]) < abs(cells[0][1])
assert abs(cells[1][1]) < 0.015 * abs(ex_pbe)

# Sizes of neglected effects
kT = KB_EV * 300.0 / HARTREE_EV
warm_edges = [0.0, 0.97 * kF, kF, 1.03 * kF]
kw, ww = panels(warm_edges)


def density_error(mu):
    return np.sum(ww * kw**2 * expit((mu - kw**2 / 2) / kT)) / np.pi**2 - n0


mu = brentq(density_error, 0.99 * kF**2 / 2, 1.01 * kF**2 / 2, xtol=1e-14)
warm = gas_parts(lambda q: expit((mu - q**2 / 2) / kT), warm_edges)
thermal_gap = warm[2] / warm[0] - ex_pbe
assert 0 < thermal_gap * HARTREE_EV < 5e-3
kappa = np.sqrt(4 * kF / np.pi)
screened_gain = 0.25 * (fock_potential(kF, sphere, sphere_edges, kappa)
                        - fock_potential(0.01 * kF, sphere, sphere_edges, kappa))
assert 0 < screened_gain < bare_gain
gradient_part = semilocal("PBE,", n0, 2 * kF * n0 * 0.5)[0] - ex_pbe

eV = HARTREE_EV
print(f"density: {density_nm3:.1f} nm^-3")
print(f"Fermi wavenumber kF: {kF / BOHR_NM:.3f} nm^-1")
print(f"free-electron Fermi energy: {kF**2 / 2 * eV:.3f} eV")
print(f"kinetic energy per electron: {ground[1] / n0 * eV:.4f} eV")
print(f"Fock exchange per electron: {ex_fock * eV:.4f} eV")
print(f"PBE exchange per electron: {ex_pbe * eV:.4f} eV")
print(f"PBE correlation per electron: {ec_pbe * eV:.4f} eV")
print(f"PBE exchange potential: {vx_pbe * eV:.4f} eV")
print(f"PBE correlation potential: {vc_pbe * eV:.4f} eV")
print(f"Fock potential at kF: {fock_at_fermi * eV:.4f} eV")
for i, a in enumerate(fractions):
    print(f"a={a:.2f} total energy per electron: {totals[i] * eV:.4f} eV")
    print(f"a={a:.2f} mean occupied level: {means[i] * eV:.4f} eV")
    print(f"a={a:.2f} double counting: {doubles[i] * eV:.4f} eV")
    print(f"a={a:.2f} occupied width: {widths[i] * eV:.4f} eV")
for x in (0.0, 0.5, 1.0, 1.5, 2.0):
    row = ", ".join(f"{float(level(x * kF, a)) * eV:.3f}" for a in fractions)
    print(f"levels at k/kF={x:.1f}, a=0, 0.25, 0.5: {row} eV")
for x, ratio in velocity_ratio.items():
    print(f"slope(a=0.25)/slope(a=0) at k/kF={x}: {ratio:.3f}")
print(f"hollow sphere inner, outer k/kF: {k_in / kF:.3f}, {k_out / kF:.3f}")
print(f"hollow sphere Fock exchange per electron: {ex_hollow * eV:.4f} eV")
for a, cost in zip(fractions, hollow_cost):
    print(f"a={a:.2f} hollow minus filled, per electron: {cost * eV:.4f} eV")
for electrons, gap in cells:
    print(f"cell of {electrons} electrons, Fock-PBE exchange: {gap * eV:.4f} eV")
print(f"thermal energy at 300 K: {kT * eV:.5f} eV")
print(f"Fock-PBE exchange per electron at 300 K: {thermal_gap * eV:.2e} eV")
print(f"width gain at a=0.25, bare Coulomb: {0.25 * kF / np.pi * eV:.4f} eV")
print(f"width gain at a=0.25, screened: {screened_gain * eV:.4f} eV")
print(f"Thomas-Fermi screening length: {BOHR_NM / kappa:.4f} nm")
print(f"PBE gradient part at s=0.5, per electron: {gradient_part * eV:.4f} eV")
print("PASS")
```

Running it gives:

```
density: 100.0 nm^-3
Fermi wavenumber kF: 14.360 nm^-1
free-electron Fermi energy: 7.856 eV
kinetic energy per electron: 4.7136 eV
Fock exchange per electron: -4.9363 eV
PBE exchange per electron: -4.9363 eV
PBE correlation per electron: -1.0930 eV
PBE exchange potential: -6.5818 eV
PBE correlation potential: -1.2667 eV
Fock potential at kF: -6.5818 eV
a=0.00 total energy per electron: -1.3157 eV
a=0.00 mean occupied level: -3.1348 eV
a=0.00 double counting: -1.8191 eV
a=0.00 occupied width: 7.8560 eV
a=0.25 total energy per electron: -1.3157 eV
a=0.25 mean occupied level: -3.9576 eV
a=0.25 double counting: -2.6418 eV
a=0.25 occupied width: 9.5015 eV
a=0.50 total energy per electron: -1.3157 eV
a=0.50 mean occupied level: -4.7803 eV
a=0.50 double counting: -3.4646 eV
a=0.50 occupied width: 11.1469 eV
levels at k/kF=0.0, a=0, 0.25, 0.5: -7.848, -9.494, -11.139 eV
levels at k/kF=0.5, a=0, 0.25, 0.5: -5.884, -7.240, -8.596 eV
levels at k/kF=1.0, a=0, 0.25, 0.5: 0.008, 0.008, 0.008 eV
levels at k/kF=1.5, a=0, 0.25, 0.5: 9.828, 10.931, 12.034 eV
levels at k/kF=2.0, a=0, 0.25, 0.5: 23.576, 24.931, 26.287 eV
slope(a=0.25)/slope(a=0) at k/kF=0.9: 1.254
slope(a=0.25)/slope(a=0) at k/kF=0.99: 1.459
slope(a=0.25)/slope(a=0) at k/kF=0.999: 1.693
hollow sphere inner, outer k/kF: 0.500, 1.040
hollow sphere Fock exchange per electron: -4.4549 eV
a=0.00 hollow minus filled, per electron: 0.8751 eV
a=0.25 hollow minus filled, per electron: 0.9954 eV
a=0.50 hollow minus filled, per electron: 1.1158 eV
cell of 358 electrons, Fock-PBE exchange: -0.0969 eV
cell of 3006 electrons, Fock-PBE exchange: -0.0186 eV
thermal energy at 300 K: 0.02585 eV
Fock-PBE exchange per electron at 300 K: 5.50e-04 eV
width gain at a=0.25, bare Coulomb: 1.6454 eV
width gain at a=0.25, screened: 0.1247 eV
Thomas-Fermi screening length: 0.0538 nm
PBE gradient part at s=0.5, per electron: -0.2536 eV
PASS
```
